# Exact exponential updates for threshold drift from many two-state traps

## What goes wrong

A p-channel transistor held at negative gate bias slowly collects positive charge in its oxide, and the magnitude of its threshold voltage rises. When the bias is removed, part of the charge leaves. The description used here has many traps, each neutral or singly positive, with widely different rates. The obvious simulation advances each occupancy by its present time derivative multiplied by a step $h$.

For the model device used below, the fastest trap has a total rate of $8.3\times10^6\ \mathrm{s^{-1}}$ at 1.6 V. The naive scheme is then unstable unless $h<2.4\times10^{-7}$ s, so a stress of 1000 s needs more than $4\times10^9$ steps, although the voltage never changes. The fastest trap dictates the cost long after it has settled.

To see where the limit comes from, let $p$ be the probability that a trap is charged, $c$ its hole capture rate and $e$ its emission rate. Charge arrives when the trap is neutral and leaves when it is charged:
$$\dot p=c(1-p)-ep=-k(p-g),\qquad k=c+e,\quad g=\frac ck .$$
The explicit Euler step gives
$$p_{n+1}-g=(1-kh)(p_n-g).$$
The deviation from equilibrium shrinks only if $|1-kh|<1$, that is, $kh<2$. Implicit Euler evaluates the right side at the end of the step and gives the factor $1/(1+kh)$. This is stable for every $h$, but wrong: at $kh=1$ it leaves 0.50 of the deviation, where the differential equation leaves $e^{-1}=0.37$.

Both schemes approximate an exponential that can simply be evaluated.

## The update, and what "exact" covers

While the voltage is constant, $c$, $e$ and $g$ are constant, and $u=p-g$ obeys $\dot u=-ku$. Hence $u(t+h)=u(t)e^{-kh}$, or
$$\boxed{\,p(t+h)=p(t)+[g-p(t)]\,(1-e^{-kh})\,}$$
This holds for any $h$. Since $0\le e^{-kh}\le1$, the new value lies between $p(t)$ and $g$, so it remains a probability. Two successive steps multiply the deviation by $e^{-kh_1}e^{-kh_2}=e^{-k(h_1+h_2)}$, the factor of one long step. Subdivision therefore changes nothing except rounding. In floating-point work $1-e^{-kh}$ should be computed by a dedicated function (`expm1`), because direct subtraction loses digits when $kh$ is tiny.

The claim that the error is independent of the time step thus has a condition: the voltage must be piecewise constant, and every jump must fall on a step boundary. For a general waveform an error remains, and it comes from the representation of the voltage. Its size can be bounded, but this requires the voltage dependence of the rates.

## A model for the traps

Electronvolts, volts, nanometres and seconds are the natural units here. Let $V\ge0$ be the magnitude of the voltage across an oxide of thickness $t_{\rm ox}$; a real gate waveform must first be converted to $V$ by the device electrostatics. A trap sits at distance $x$ from the silicon. Negative gate bias attracts positive charge towards the gate, so the energy of the charged state relative to the neutral one falls with $V$:
$$\Delta E(V)=\Delta E_0-\frac{qxV}{t_{\rm ox}} .$$

Charging also displaces the surrounding atoms. Along a dimensionless coordinate $Q$, take the energies $\lambda Q^2$ (neutral) and $\lambda(Q-1)^2+\Delta E$ (charged), where $\lambda$ is the relaxation energy. Setting them equal cancels $\lambda Q^2$ and leaves $2\lambda Q=\lambda+\Delta E$. The crossing energy is therefore $\lambda Q^2=(\lambda+\Delta E)^2/4\lambda$, which is the capture barrier. The emission barrier is measured from the charged minimum:
$$\frac{(\lambda+\Delta E)^2}{4\lambda}-\Delta E=\frac{(\lambda-\Delta E)^2}{4\lambda}.$$
With a common prefactor $\nu=\nu_0e^{-x/x_0}$ for tunnelling,
$$c=\nu\exp\!\left[-\frac{(\lambda+\Delta E)^2}{4\lambda kT}\right],\qquad
e=\nu\exp\!\left[-\frac{(\lambda-\Delta E)^2}{4\lambda kT}\right].$$
In the product $kT$, $k$ is Boltzmann's constant; elsewhere it is the total rate. The barriers differ by $\Delta E$, so $c/e=e^{-\Delta E/kT}$, as detailed balance requires. The condition $|\Delta E|<\lambda$ keeps the crossing between the two minima. The hole reservoir is taken as fixed, so the loss of channel holes at low bias is left out. Exchange of charge with the gate is left out too. In an oxide as thin as the 2 nm used below this is a serious omission: some traps lie almost as close to the gate as to the silicon, and under stress a hole gains energy by leaving to the gate, which could remove much of the trapped charge. The shifts computed below therefore illustrate the method and are not predictions for a real device. Gate exchange with rates set by $V$ would only add terms to $c$ and $e$, and the boxed update would keep its form.

It remains to convert charge into threshold shift. Let $y$ run from silicon to gate, and spread the charge $q$ over the gate area $A$. By Gauss's law the field beyond $y=x$ is larger by $q/(\varepsilon_{\rm ox}A)$. Threshold corresponds to a fixed surface potential and field in the silicon, so the gate potential must be lower by this extra field times the remaining distance:
$$\eta=\frac{q\,(t_{\rm ox}-x)}{\varepsilon_{\rm ox}A}.$$
The p-channel threshold is negative, so its magnitude grows by $\eta$. For many traps the mean shift from the start is
$$\Delta V_{\rm th}(t)=\sum_i\eta_i\,[p_i(t)-p_i(0)] .$$

The rates depend on $V$ alone; the field of the trapped charge does not act back on them. This is what makes the traps independent and each equation linear. With feedback, the update would be exact only for a field frozen during the step.

## One trap by hand

Take $t_{\rm ox}=2$ nm, $T=400$ K ($kT=0.03447$ eV), $\nu_0=10^{12}\ \mathrm{s^{-1}}$ and $x_0=0.1$ nm, with a trap at $x=0.4$ nm, $\Delta E_0=0.2$ eV and $\lambda=3.6$ eV. It starts in equilibrium at 0 V with $p=0.0030$.

At 1.6 V, $\Delta E=0.2-0.2\times1.6=-0.12$ eV. The rates are $c=0.4642$ and $e=0.0143\ \mathrm{s^{-1}}$, so $g=0.9702$. After 2 s the surviving fraction of the deviation is $e^{-2k}=0.3841$, and
$$p=0.9702+(0.0030-0.9702)\times0.3841=0.5987 .$$
Back at 0 V, $c=0.00425$ and $e=1.4069\ \mathrm{s^{-1}}$, so $g=0.0030$ and $e^{-2k}=0.0595$. Two seconds later
$$p=0.0030+(0.5987-0.0030)\times0.0595=0.0384 .$$
Two evaluations cover four seconds, and no smaller step would improve them.

## When the voltage varies within a step

Suppose the true waveform is replaced by a staircase. Let tildes mark the staircase rates and the resulting occupancy, and let $\delta=\tilde p-p$. Subtract the two rate equations, then add and subtract $\tilde c(1-p)-\tilde ep$:
$$\dot\delta=-\tilde k\delta+r,\qquad r=(\tilde c-c)(1-p)-(\tilde e-e)p .$$
If $|\tilde c-c|\le\epsilon\tilde c$ and $|\tilde e-e|\le\epsilon\tilde e$ at all times, then
$$|r|\le\epsilon[\tilde c(1-p)+\tilde ep]\le\epsilon\tilde k .$$
With equal starting values, solving for $\delta$ gives
$$|\delta(t)|\le\epsilon\int_0^t\tilde k(s)\,e^{-\int_s^t\tilde k\,ds'}ds
=\epsilon\left(1-e^{-\int_0^t\tilde k\,ds}\right)\le\epsilon ,$$
because the integrand is the derivative of the exponential with respect to $s$. The bound contains neither the number of steps nor the size of the rates. Fast traps create error quickly but forget it equally quickly.

For the model above,
$$\frac{d\ln c}{dV}=\frac{qx}{t_{\rm ox}}\,\frac{\lambda+\Delta E}{2\lambda kT},\qquad
\frac{d\ln e}{dV}=-\frac{qx}{t_{\rm ox}}\,\frac{\lambda-\Delta E}{2\lambda kT}.$$
For $|\Delta E|<\lambda$ both have magnitude below $qx/(t_{\rm ox}kT)$. A staircase that misses the voltage by at most $v$ therefore has
$$\epsilon=\exp\!\left(\frac{qxv}{t_{\rm ox}kT}\right)-1 .$$
The step should thus be chosen from the change in voltage, not from the fastest rate.

The same estimate shows what neglecting feedback may cost. A 73 mV change in oxide voltage, the size of the shift found below, could alter the rates of a trap at $x/t_{\rm ox}=0.5$ by a factor of about $\exp[0.5\times0.073/(2\times0.0345)]\approx1.7$ when $|\Delta E|\ll\lambda$. The general bound, approached only as $|\Delta E|\to\lambda$, is the square of this, 2.9. These factors are upper estimates. With the potentials of silicon and gate held fixed, a charge at $x'\le x$ raises the potential at $x$ by $qx'(t_{\rm ox}-x)/(\varepsilon_{\rm ox}At_{\rm ox})$, which is at most $(x/t_{\rm ox})\,\eta(x')$. At $x/t_{\rm ox}=0.5$ the ratio of the two is $x'/(t_{\rm ox}-x')$, or 0.43 for $x'=0.6$ nm, so the exponent is roughly halved and the factor is nearer 1.3. The neglect still limits the model at such shifts.

### Why the midpoint is not enough

Let the staircase take the voltage at the middle of each step, and let $\tau$ be the time from that point. To leading order $\tilde c-c=-\dot c\tau$ and $\tilde e-e=-\dot e\tau$, so $r=-R\tau$ with $R=\dot c(1-p)-\dot ep$. The error made in one step is
$$\delta_{\rm step}=-\int_{-h/2}^{h/2}R\,\tau\,e^{-\tilde k(h/2-\tau)}\,d\tau .$$

For a slow trap, $\tilde kh\ll1$, the exponential is nearly one and the odd integrand cancels. What remains is of order $h^3$ per step, hence $h^2$ over a fixed time.

For a fast trap, $\tilde kh\gg1$, only the end of the step counts, and $\delta\approx-Rh/(2k)$. Here $p\approx g$, and differentiating $g=c/k$ gives
$$\dot g=\frac{\dot ck-c\dot k}{k^2}=\frac{\dot c(1-g)-\dot eg}{k}=\frac Rk ,$$
so $\delta\approx-\dot gh/2$. The trap has settled to the voltage at the middle of the step, while the true trap follows the voltage at its end. The error is first order.

### An update that follows a ramp

The cure is to let the equilibrium value move. Within a step, hold $k$ at its midpoint value $k_m$ and let $g$ run linearly from $g_0$ to $g_1$, its values at the two ends. Then $u=p-g$ obeys
$$\dot u=-k_mu-\frac{g_1-g_0}{h}.$$
Integrating over the step, with $z=k_mh$ and $\varphi=(1-e^{-z})/z$,
$$p_1=g_1+(p_0-g_0)e^{-z}-(g_1-g_0)\varphi .$$
The coefficients of $p_0$, $g_0$ and $g_1$ are $e^{-z}$, $\varphi-e^{-z}$ and $1-\varphi$. They sum to one, and none is negative because $\varphi=\int_0^1e^{-zs}ds$ lies between $e^{-z}$ and 1. The result is again a probability. At constant voltage $g_1=g_0$, and the exact update returns.

The error now obeys
$$\dot\delta=-k_m\delta+k_m(g_{\rm lin}-g)+(k-k_m)(p-g).$$
The first source contributes at most the largest $|g_{\rm lin}-g|$, which is of order $h^2$. The second is odd about the midpoint to leading order, so for slow traps it cancels as before. For fast traps $p-g\approx-\dot g/k$, and the contribution at the end of a step is about
$$-\frac{h}{2}\,\frac{\dot k\,\dot g}{k^2}=-\frac{h^2}{2z}\,\frac{\dot k}{k}\,\dot g ,$$
which is also at most of order $h^2$ when $z\ge1$. This leading-order argument assumes a smooth voltage and a start in equilibrium. A jump at a step boundary adds a deviation that should decay by $e^{-\int k\,dt}$ over a step and is given the factor $e^{-k_mh}$ instead. By the midpoint rule the two exponents differ only at order $h^3$ per step, so this part adds no first-order error.

### What a sinusoid shows

Take $V=0.8+0.8\sin(2\pi t/10\,\mathrm s)$ volts, 200 steps per period, and five traps with $x=0.4$ nm, $\Delta E_0=0.2$ eV and $\lambda$ from 2.0 to 3.6 eV. The steepest slope is 0.503 V/s and half a step is 0.025 s, so $v=12.6$ mV and
$$\epsilon=\exp(0.2\times0.01257/0.03447)-1=0.076 .$$
Against a stiff differential-equation solver, the largest staircase error in occupancy is 0.0177, within the bound. The fast-trap formula accounts for this value. From $g=1/(1+e^{\Delta E/kT})$, the slope $dg/dV=(qx/t_{\rm ox})\,g(1-g)/kT$ peaks at $0.2/(4\times0.03447)=1.45\ \mathrm{V^{-1}}$, where $\Delta E=0$. This happens at $V=1.0$ V, where the sine is 0.25 and the voltage slope is $0.503\sqrt{1-0.25^2}=0.487$ V/s. Thus $|\dot g|h/2=1.45\times0.487\times0.025=0.0177$.

Halving the step divides the staircase error by 2.0 for the fastest trap and by 4.0 for the slowest, as derived. The ramp update lowers the largest error to $2.2\times10^{-4}$, and halving the step divides it by 3.6.

## Many identical cycles

Circuit stress may repeat a waveform $10^9$ times, and even exact steps become costly if every edge is visited. But each step is linear in $p$, so one whole cycle is too:
$$p\mapsto e^{-K}p+B,\qquad K=\sum_jk_jh_j ,$$
where $B$ is the occupancy after one cycle started from $p=0$. After $N$ cycles the contributions of $B$ form a geometric series:
$$p_N=e^{-NK}p_0+B\,\frac{1-e^{-NK}}{1-e^{-K}} .$$
The cost does not depend on $N$. For long times $p_N\to p^*=B/(1-e^{-K})$.

When $K\ll1$ the trap cannot follow one cycle. Let $C=\int c\,dt$ over a cycle. Charge captured during the cycle survives to its end with a weight between $e^{-K}$ and 1, so $e^{-K}C\le B\le C$. Dividing by $1-e^{-K}\approx K$ gives
$$p^*\to\frac CK=\frac{\langle c\rangle}{\langle k\rangle},$$
which is independent of frequency. The rates are averaged, not the voltage.

For faster traps frequency matters. Consider a square wave with two phases of length $\theta$, high (H) then low (L), sampled after the low phase. With $a=k_H\theta$, $b=k_L\theta$ and $w=p^*-g_L$, one cycle must reproduce $w$:
$$w=e^{-b}\left[(g_H-g_L)(1-e^{-a})+we^{-a}\right].$$
Solving for $w$ and dividing numerator and denominator by $e^{-b}(1-e^{-a})$,
$$w=\frac{g_H-g_L}{1+(e^b-1)/(1-e^{-a})} .$$
As $\theta$ grows, $e^b-1$ rises faster than linearly and $1-e^{-a}$ more slowly than linearly, so $w$ falls. Since $g_H>g_L$, every trap in this model holds more charge at this sampling point when the frequency is higher. At equal total stress time $NK$ is the same for both frequencies, so the ordering also holds before the steady state is reached. The sign belongs to the sampling point: exchanging H and L in the same derivation shows that after the high phase the steady-state occupancy falls as the frequency rises. A measurement made at a fixed delay after stress samples neither point and needs its own final steps.

## The whole device

The model device has 2000 traps under a gate of 0.1 µm². Their parameters are drawn uniformly: $x$ from 0.2 to 1.0 nm, $\Delta E_0$ from 0.1 to 0.7 eV, $\lambda$ from 2 to 4 eV. A charge at the silicon interface would shift the threshold by 0.093 mV, and all traps charged together would give 130 mV. The start is equilibrium at 0 V.

Stress at 1.6 V gives 18.1 mV after 1 ms, 52.2 mV after 1 s and 72.7 mV after 1000 s. At 0 V the last value falls to 49.2 mV within 1 ms, to 15.3 mV after 1 s and to 0.34 mV after 1000 s. A measurement delayed by one millisecond would thus miss about 24 mV, a third of the shift. In this model all the added charge eventually leaves, because every trap returns to its equilibrium at 0 V; the lasting part of the shift seen in real transistors is not described.

One exact step of 1000 s and 500 random substeps agree to $10^{-15}$ in every occupancy. Implicit Euler underestimates the final shift by 0.064 mV with 10 steps and by 0.006 mV with 100. These errors are small beside 72.7 mV because traps with $k\times1000\ \mathrm s\gg1$ have settled in either scheme. With $z=k\times1000\ \mathrm s$ and $n$ steps, implicit Euler leaves $(1+z/n)^{-n}$ of the deviation instead of $e^{-z}$, an excess of about $z^2e^{-z}/2n$. This is largest near $z=2$ and small again for the very slowest traps (the smallest $z$ here is 0.12), so the error at this moment comes from the few traps with $z$ of order one to ten.

A misplaced edge can cost more. Let the stress end at 1000 s and the shift be read at 1200 s. A uniform grid of 240 s, with the voltage sampled at midpoints, ends the stress at 960 s. The result is too low by 0.138 mV out of 1.205 mV, or 11 %. Cutting the step at the edge removes this error.

For one period of the sinusoid, started in equilibrium at 0.8 V, errors are measured against a ramp calculation with 6400 steps. With 400 steps the staircase is off by $-0.069$ mV and the ramp update by 0.0002 mV. The staircase error is negative, as expected of fast traps that lag while the voltage rises.

A square wave between 0 and 1.6 V, applied for 1000 s and read after a low phase, gives 24.0 mV at 1 kHz and 28.1 mV at 1 MHz. The increase has the sign just derived: the low phase before the reading lasts 0.5 ms in one case and 0.5 µs in the other. The fraction of traps with $K<0.1$, which nearly average over a cycle, is 44 % at 1 kHz and 90 % at 1 MHz.

These are mean values. In a single device each trap is either charged or neutral, with variance $p(1-p)$. Independent traps with definite or independently drawn initial states give
$$\operatorname{var}\Big(\sum_i\eta_is_i\Big)=\sum_i\eta_i^2\,p_i(1-p_i),\qquad s_i\in\{0,1\}.$$
After the 1000 s stress this corresponds to a standard deviation of 0.67 mV in the charge contribution to the threshold. This is the scatter when one fixed set of traps is stressed repeatedly; devices that differ in the number and parameters of their traps scatter more. Individual histories can be drawn without a time-step error as well: for constant voltage, insert $p(t)=0$ or 1 into the boxed update and use the result as the probability of being charged at $t+h$. An event-by-event simulation of 4000 devices with 30 traps each agrees with both the mean and the variance within sampling error, as the numerical output shows.

As long as the rates depend on the voltage alone, the working rule is to cut the time axis at every jump, use one exact step on each plateau, use ramp steps limited by the voltage change on smooth stretches, and replace repeated cycles by their map.

## Computed values

```
kT = 0.03447 eV; traps = 2000; oxide = 2.0 nm
step height at x=0: 0.09280 mV
sum of all step heights: 129.934 mV
k at 1.6 V: min 1.246e-04, max 8.289e+06 1/s
explicit Euler step limit 2/kmax = 2.413e-07 s
single trap: x=0.4 nm, offset=0.2 eV, lam=3.6 eV
  initial occupancy 0.003012
  V=1.6 V: c=0.46418, e=0.01428 1/s, g=0.97015
  exp(-2k)=0.38407; p after 2 s = 0.598701
  V=0.0 V: c=0.00425, e=1.40691 1/s, g=0.00301
  exp(-2k)=0.05947; p after 2 s = 0.038436
exact step vs ODE solver, 7 traps: 2.3e-12
shift after 0.001 s at 1.6 V: 18.1113 mV
shift after 1 s at 1.6 V: 52.1963 mV
shift after 1000 s at 1.6 V: 72.7443 mV
shift after further 0.001 s at 0 V: 49.1883 mV
shift after further 1 s at 0 V: 15.3282 mV
shift after further 1000 s at 0 V: 0.3357 mV
device standard deviation after stress: 0.6659 mV
1 step vs 500 random steps, occupancy: 8.9e-16
implicit Euler, 10 steps: error -0.06364 mV
implicit Euler, 100 steps: error -0.00616 mV
shift at 1200 s, edge at 1000 s: 1.20461 mV
error with edge misplaced to 960 s: -0.13786 mV
sine: 0.8+0.8 sin V, period 10.0 s; 200 steps
  voltage error 12.566 mV, occupancy bound 0.07564
  largest staircase error 0.01766
  largest ramp error 2.22e-04
  error ratio on halving h: staircase fast 2.005
  staircase slow 4.000, ramp worst 3.639
device, 100 steps: staircase -0.39644, ramp 0.00176 mV
device, 400 steps: staircase -0.06878, ramp 0.00017 mV
cycle map vs 3000 explicit cycles: 7.5e-15
square wave 1e+03 Hz, 1e+06 cycles: 23.9848 mV
  fraction of traps with K<0.1: 0.4355
square wave 1e+06 Hz, 1e+09 cycles: 28.0551 mV
  fraction of traps with K<0.1: 0.8985
stochastic check: 4000 devices, 30 traps each
  mean: formula 0.64945, sampled 0.65028 mV
  std: formula 0.13260, sampled 0.13215 mV
```
